# Why the similarity-transformed Hamiltonian ends after 2k commutators

## 1. One electron pair of levels

Take one occupied spin orbital $i$ and one virtual spin orbital $a$. The excitation operator is $T=t\,a_a^\dagger a_i$, and the interaction is a single de-excitation, $H=f\,a_i^\dagger a_a$. The operators obey $\{a_p,a_q^\dagger\}=\delta_{pq}$, and all other anticommutators vanish. We want $e^{-T}He^{T}$.

First commute each factor of $H$ with $T$. Since $a_a$ anticommutes with $a_i$,

$$[a_a,T]=t\,(a_aa_a^\dagger a_i-a_a^\dagger a_ia_a)=t\,(a_aa_a^\dagger+a_a^\dagger a_a)a_i=t\,a_i .$$

Since $a_i^\dagger$ anticommutes with $a_a^\dagger$,

$$[a_i^\dagger,T]=t\,(a_i^\dagger a_a^\dagger a_i-a_a^\dagger a_ia_i^\dagger)=-t\,a_a^\dagger(a_i^\dagger a_i+a_ia_i^\dagger)=-t\,a_a^\dagger .$$

Both results commute with $T$, because $a_iT$, $Ta_i$, $a_a^\dagger T$ and $Ta_a^\dagger$ each contain the square of a fermion operator and vanish.

For products we use

$$[XY,T]=XYT-TXY=X(YT-TY)+(XT-TX)Y=X[Y,T]+[X,T]Y. \tag{1}$$

This gives

$$[H,T]=f\,t\,(a_i^\dagger a_i-a_a^\dagger a_a),$$

$$[[H,T],T]=f\,t\,\big([a_i^\dagger,T]a_i-a_a^\dagger[a_a,T]\big)=-2f\,t^2\,a_a^\dagger a_i .$$

The third commutator is zero. A one-body interaction has two factors, each factor can be changed once, and the series ends after two commutators.

This case is too small to be convincing. Here $T^2=0$, and that alone removes everything beyond $THT$. The general argument has to be kept apart from this effect of a small space.

## 2. The commutator series

Define $F(s)=e^{-sT}He^{sT}$ in a finite orbital basis, and let

$$C_0=H,\qquad C_{n+1}=[C_n,T].$$

For any fixed operator $X$, $T$ commutes with its own exponential, so

$$\frac{d}{ds}e^{-sT}Xe^{sT}=e^{-sT}(XT-TX)e^{sT}=e^{-sT}[X,T]e^{sT}.$$

Applying this repeatedly from $X=H$ gives $F^{(n)}(0)=C_n$. The matrices are finite, so the Taylor series of $F$ converges for all $s$. At $s=1$,

$$e^{-T}He^{T}=\sum_{n=0}^{\infty}\frac{C_n}{n!}. \tag{2}$$

Replacing $T$ by $sT$ multiplies $C_n$ by $s^n$. Thus $C_n/n!$ is the part of the transformed operator that has degree $n$ in the amplitudes.

## 3. Two electrons moved at once

Now take occupied $i,j$, virtual $a,b$, and

$$H=g\,a_i^\dagger a_j^\dagger a_ba_a,\qquad T=t_1a_a^\dagger a_i+t_2a_b^\dagger a_j .$$

The commutators of section 1 apply to each pair separately. For an elementary operator $x$ with $[[x,T],T]=0$, series (2) stops at once: $e^{-T}xe^{T}=x+[x,T]$. Inserting $e^{T}e^{-T}=1$ between the factors of $H$ gives

$$e^{-T}He^{T}=g\,(a_i^\dagger-t_1a_a^\dagger)(a_j^\dagger-t_2a_b^\dagger)(a_b+t_2a_j)(a_a+t_1a_i). \tag{3}$$

Four brackets, each linear in $T$, cannot produce a fifth power.

Let $\Phi$ be the determinant with $i,j$ filled, and take $g=0.5$ hartree, $t_1=0.2$, $t_2=0.3$. In the expectation value over $\Phi$, the terms $a_a^\dagger$ and $a_b^\dagger$ on the left and $a_a$ and $a_b$ on the right give zero. What remains is of second order:

$$g\,t_1t_2\langle\Phi|a_i^\dagger a_j^\dagger a_ja_i|\Phi\rangle=0.5\times0.2\times0.3=0.0300\ \text{hartree}.$$

The element from $\Phi$ to the doubly excited state $a_a^\dagger a_b^\dagger a_ja_i\Phi$ needs the second term of every bracket. The two minus signs cancel:

$$g\,t_1^2t_2^2=0.5\times0.04\times0.09=0.0018\ \text{hartree}.$$

The fourth order is therefore really present. What has to be generalized is the statement that each bracket is linear in $T$.

## 4. Any rank of excitation

Let $i,j,\dots$ denote the spin orbitals occupied in one determinant $\Phi$, and $a,b,\dots$ the virtual ones. The two sets are disjoint. Let

$$T=T_1+T_2+T_3+\dots,$$

where each term of $T_r$ is an amplitude times $r$ virtual creators $a_a^\dagger$ and $r$ occupied annihilators $a_i$. For example,

$$T_1=\sum_{ia}t_i^a a_a^\dagger a_i,\qquad T_2=\tfrac14\sum_{ijab}t_{ij}^{ab}a_a^\dagger a_b^\dagger a_ja_i .$$

Call $a_a^\dagger$ and $a_i$ *reference creators*, because they make particles and holes on top of $\Phi$. Call $a_a$ and $a_i^\dagger$ *reference annihilators*; they give zero on $\Phi$. Two facts carry the proof:

- All reference creators anticommute with each other. The anticommutator $\{a_i,a_a^\dagger\}$ vanishes because $i\neq a$.
- $T$ contains reference creators alone, an even number in each term.

Let $y_1y_2\cdots y_{2r}$ be one term of $T_r$ without its amplitude, and let $x$ be any elementary operator. Move $x$ to the right with $xy_l=\{x,y_l\}-y_lx$. Each step leaves one anticommutator behind and changes the sign of the rest. After $2r$ steps the sign in front of $y_1\cdots y_{2r}x$ is $+1$, so

$$[x,\,y_1\cdots y_{2r}]=\sum_{l=1}^{2r}(-1)^{l-1}y_1\cdots y_{l-1}\{x,y_l\}y_{l+1}\cdots y_{2r}. \tag{4}$$

Each anticommutator is the number 0 or 1.

If $x$ is a reference creator, every anticommutator in (4) vanishes and $[x,T]=0$. If $x$ is a reference annihilator, (4) leaves products of $2r-1$ reference creators. Each of them commutes with $T$, so the whole product does. In both cases

$$[[x,T],T]=0,\qquad e^{-T}xe^{T}=x+[x,T]. \tag{5}$$

For singles, (4) reproduces the pattern of section 1:

$$[a_a,T_1]=\sum_it_i^aa_i,\qquad [a_i^\dagger,T_1]=-\sum_at_i^aa_a^\dagger .$$

For doubles, $a_a$ can meet either of the two virtual creators. The second meeting has a minus sign from (4) and another from $t_{ij}^{ba}=-t_{ij}^{ab}$, so the two contributions are equal:

$$[a_a,T_2]=\tfrac12\sum_{bij}t_{ij}^{ab}a_b^\dagger a_ja_i .$$

A higher rank makes the commutator a longer product, but still one of reference creators. This is why the rank of $T$ does not enter the bound.

## 5. The theorem

Let $H$ be a sum of strings, each with at most $k$ creators and $k$ annihilators in the ordinary sense. One such string is $X=x_1x_2\cdots x_L$ with $L\le2k$. By the product rule (1), a commutator with $T$ acts on one factor at a time. Applying it $n$ times gives

$$[\cdots[X,T]\cdots,T]_{n}=\sum_{n_1+\dots+n_L=n}\frac{n!}{n_1!\cdots n_L!}\;x_1^{(n_1)}\cdots x_L^{(n_L)}, \tag{6}$$

where $x^{(0)}=x$, $x^{(1)}=[x,T]$, and so on. The coefficient counts the orders in which the $n$ commutators can be distributed over the factors. By (5), $x_j^{(n_j)}=0$ for $n_j\ge2$. A surviving term has every $n_j\le1$, hence $n\le L\le2k$. Since this holds for each string,

$$C_n=0\quad\text{for } n>2k,\qquad e^{-T}He^{T}=\sum_{n=0}^{2k}\frac{C_n}{n!}. \tag{7}$$

For a two-body Hamiltonian, $k=2$ and the last possible term is $C_4/4!$.

This is an operator identity on the whole Fock space. It uses no amplitude equation and no projection. Normal ordering is not needed either, since (6) holds for any order of the factors.

The argument also gives a sharper rule. Reference creators commute with $T$, so if $m$ of the factors are reference annihilators, the string contributes nothing beyond $n=m$. If $m=2k$, all $n_j$ must equal 1 at the last order, and

$$C_{2k}=(2k)!\prod_{j=1}^{2k}[x_j,T]. \tag{8}$$

The bound cannot be lowered when there are at least $k$ occupied and $k$ virtual spin orbitals. Choose $k$ separate pairs $i_l\to a_l$, take $T=\sum_lt_la_{a_l}^\dagger a_{i_l}$, and let $H$ contain the string $a_{i_1}^\dagger\cdots a_{i_k}^\dagger a_{a_k}\cdots a_{a_1}$. Each $a_{i_l}^\dagger$ becomes $-t_la_{a_l}^\dagger$ and each $a_{a_l}$ becomes $t_la_{i_l}$. By (8) this string gives

$$C_{2k}=(2k)!\,(-1)^k\Big(\prod_lt_l^2\Big)a_{a_1}^\dagger\cdots a_{a_k}^\dagger a_{i_k}\cdots a_{i_1}\neq0 .$$

For $k=1$ this is the $-2ft^2a_a^\dagger a_i$ of section 1, and for $k=2$ it is the quartic term of section 3.

## 6. Separating the theorem from a small space

Let $M$ be the smaller of the numbers of occupied and virtual spin orbitals. Each term of $T$ contains at least one $a_i$ and one $a_a^\dagger$. In $T^{M+1}$ one of these operators must repeat, so $T^{M+1}=0$. Right and left multiplication by $T$ commute, hence

$$C_n=\sum_{p=0}^{n}(-1)^p\binom np T^pHT^{n-p}. \tag{9}$$

If $n>2M$, either $p>M$ or $n-p>M$, and every term vanishes. For any operator $H$ the series would therefore end no later than $n=2M$.

A meaningful check needs $2k<2M$. With four occupied and four virtual spin orbitals, nilpotency allows orders up to 8. With integer amplitudes for singles through quadruples, the last nonzero orders found in the numerical check are 2, 4 and 6 for one-, two- and three-body interactions. These are endings that nilpotency does not explain. The four-body case ends at 8, where the two bounds coincide, so it shows that order 8 is reached but does not test the vanishing beyond it.

## 7. When the series ends sooner

Suppose $T$ has a single rank $r$. Define the level of an operator as the number of electrons it moves from occupied to virtual orbitals. It equals half the difference between the numbers of reference creators and reference annihilators. A $k$-body string with $m$ reference annihilators has level $\tfrac12[(2k-m)-m]=k-m$. Each commutator adds $r$. No operator can have a level above $M$, so a surviving term needs $k-m+rn\le M$. With $m\le2k$,

$$n\le\min\!\Big(2k,\Big\lfloor\frac{M+k}{r}\Big\rfloor\Big). \tag{10}$$

This is an upper limit, and it need not be reached. Take $k=2$, doubles alone, and four orbitals of each kind. Equation (10) allows $n=3$. At that order the level must be 4, so the one possible element leads from $\Phi$ to the quadruply excited determinant $Q$. Since $T^3=0$, (9) leaves

$$\langle Q|C_3|\Phi\rangle=-3\langle Q|THT^2|\Phi\rangle+3\langle Q|T^2HT|\Phi\rangle .$$

Write $T^2\Phi=qQ$. In both terms $H$ must lower the level by two, so it acts through its part $V=\sum_\mu v_\mu E_\mu^\dagger$. Here $T=\sum_\mu t_\mu E_\mu$, and $E_\mu$ runs over the distinct double excitations. Different $E_\mu$ make different determinants from $\Phi$, and different $E_\mu^\dagger$ make different determinants from $Q$. Therefore

$$\langle\Phi|VT|\Phi\rangle=\sum_\mu v_\mu t_\mu=\langle Q|TV|Q\rangle .$$

Both matrix elements equal $q\sum_\mu v_\mu t_\mu$, and $C_3$ vanishes. In the integer example each of them is $-19872$, and the last nonzero order is 2. The cancellation relies on $Q$ being the only quadruply excited determinant. With four occupied and five virtual spin orbitals, (10) still allows $n=3$, and $C_3$ from doubles alone is in general nonzero.

With six orbitals of each kind, (10) allows $n=4$ for doubles. There the fourfold commutator has a nonzero element to the sextuply excited determinant, 34848 in the integer units of that example. Doubles alone can thus reach the general bound once the space is large enough.

## 8. What the energy and amplitude equations inherit

Consider an element of $C_n$ from $\Phi$ to a determinant of level $e$. If the $n$ factors of $T$ have ranks $r_1,\dots,r_n$, then

$$k-m+\sum_{l=1}^nr_l=e .$$

Every rank is at least 1 and $m\le2k$, so $n\le e+k$, together with $n\le2k$. For a two-body Hamiltonian the energy ($e=0$) is at most quadratic in the amplitudes, the singles equations are at most cubic, and the doubles equations at most quartic. In the energy, the quadratic term needs $r_1+r_2\le2$, so it contains two singles.

## 9. A molecule: linear H$_4$

For a chain of four hydrogen atoms with spacing 1.2 angstrom, RHF/STO-3G gives four occupied and four virtual spin orbitals. The amplitudes are those of CCSD, so $T=T_1+T_2$. The largest singles amplitude is 0.0045 and the largest doubles amplitude 0.26 in magnitude. The largest matrix elements of $C_n/n!$, in hartree, are

| $n$ | with $T$ | with $T-T^\dagger$ |
|---|---|---|
| 1 | $1.5\times10^{-1}$ | $2.0\times10^{-1}$ |
| 2 | $2.1\times10^{-2}$ | $1.0\times10^{-1}$ |
| 3 | $3.4\times10^{-5}$ | $1.4\times10^{-2}$ |
| 4 | $5.4\times10^{-7}$ | $3.2\times10^{-3}$ |
| 5 | $3\times10^{-27}$ | $3.5\times10^{-4}$ |

With $T$, the fifth order is zero to rounding. The sum through $n=3$ differs from the product of matrix exponentials by at most $5.4\times10^{-7}$ hartree in any element, and the sum through $n=4$ by $2\times10^{-16}$ hartree.

The sharp drop from $n=2$ to $n=3$ follows from section 7. The orbital space is the one treated there, so the part of $C_3$ with three doubles cancels, and every surviving part contains at least one small singles amplitude. At $n=4$ the level condition $-2+\sum_lr_l\le4$ admits at most two doubles among four factors, so at least two singles are present. The exact cancellation at $n=3$ belongs to the minimal basis. In 6-31G the three-doubles part of $C_3\Phi/3!$ no longer vanishes (largest element $1.1\times10^{-4}$ hartree), although the drop from $n=2$ to $n=3$ in the elements from $\Phi$ stays large, from $1.4\times10^{-2}$ to $8.5\times10^{-5}$ hartree.

The energy contributions, in hartree, are

$$-2.00386748-0.09880232-0.00000134=-2.10267114 .$$

The first is the Hartree–Fock energy. The last is the term with two singles. The sum agrees with the CCSD energy obtained separately, to all digits shown. These digits test the algebra in this basis and are not converged properties of H$_4$. The CCSD energy moves to $-2.1815$ hartree in 6-31G and $-2.2063$ hartree in cc-pVDZ, and the largest singles amplitude grows to 0.017 and 0.024.

## 10. Where the argument breaks

The last column of the table uses the anti-Hermitian generator $S=T-T^\dagger$ of a unitary transformation. It contains reference annihilators, so $[x,S]$ need not commute with $S$, and (5) is lost.

The series then has no last term unless $[H,S]=0$. To see this, write $A(X)=[X,S]$ and use the inner product $\langle X,Y\rangle=\mathrm{tr}\,X^\dagger Y$. From $S^\dagger=-S$ follows $A(X)^\dagger=[X^\dagger,S]$, and by cyclicity of the trace

$$\langle A(X),Y\rangle=\mathrm{tr}(X^\dagger SY-SX^\dagger Y)=-\mathrm{tr}\,X^\dagger(YS-SY)=-\langle X,A(Y)\rangle .$$

If $A^n(H)=0$ for some $n\ge2$, then

$$\|A^{n-1}(H)\|^2=-\langle A^{n-2}(H),A^n(H)\rangle=0 .$$

So $A^{n-1}(H)=0$ as well, and repeating the step leads down to $A(H)=0$. The unitary series still converges in a finite basis, but unless $[H,S]=0$ it is not a polynomial in the amplitudes: terms of every order are present.

Overlapping orbital sets can also spoil the result. If the generator is $\lambda a_i^\dagger a_i$, then $[a_i,\lambda a_i^\dagger a_i]=\lambda a_i$, and the $n$-fold commutator is $\lambda^n a_i$, which never vanishes. With the chain $a_b^\dagger a_a+a_a^\dagger a_i$ the series for a one-body $H$ still ends, but it can reach order 4 instead of 2. Not every overlap does harm: $T=a_a^\dagger a_i\,a_b^\dagger a_b$ has $T^2=0$, so its series ends by order 2. Evenness is used in the proof as well: with an odd number of operators in a term of $T$, the last sign before (4) changes, moving $x$ through that term no longer produces a commutator, and (5) is lost. If all terms are odd, they anticommute, $T^2=0$, and the series ends at second order for that trivial reason. If odd and even terms are mixed, it can run past $2k$. The ending after $2k$ commutators is thus guaranteed for pure, even excitation operators defined by one reference determinant, and it can fail when these conditions are dropped.

## Numbers as computed

```
Hand example inputs: g = 0.5 hartree, t1 = 0.2, t2 = 0.3
  reference expectation value, order 2: 0.0300 hartree
  doubly excited element, order 4: 0.0018 hartree
Elementary operators: double commutator with T is exactly 0
4 occupied + 4 virtual: highest nonzero power of T = 4
  ending forced by nilpotency alone: order 8
  1-body H, T with ranks 1-4: last nonzero order = 2
  2-body H, T with ranks 1-4: last nonzero order = 4
  3-body H, T with ranks 1-4: last nonzero order = 6
  4-body H, T with ranks 1-4: last nonzero order = 8
  2-body H, T of rank 1 only: rank-counting limit 4, last nonzero order = 4
  2-body H, T of rank 2 only: rank-counting limit 3, last nonzero order = 2
  2-body H, T of rank 3 only: rank-counting limit 2, last nonzero order = 2
  2-body H, T of rank 4 only: rank-counting limit 1, last nonzero order = 1
  doubles only, reference-to-quadruple elements (integer units):
    T H T^2: -19872, T^2 H T: -19872
  string with m = 0: last nonzero order = 0
  string with m = 1: last nonzero order = 1
  string with m = 2: last nonzero order = 2
  string with m = 3: last nonzero order = 3
  string with m = 4: last nonzero order = 4
  m = 4 string: fourfold commutator = 4! x product, exactly
6 occupied + 6 virtual, doubles only, integer amplitudes:
  fourfold commutator, sextuple element = 34848
H4 chain, spacing 1.2 angstrom, RHF/STO-3G + CCSD
  largest |t1| = 0.00449, largest spin-orbital |t2| = 0.26163
  largest matrix element of C_n/n! in hartree:
  n = 0: T 2.004e+00, T - T^dagger 2.004e+00
  n = 1: T 1.514e-01, T - T^dagger 1.991e-01
  n = 2: T 2.088e-02, T - T^dagger 1.036e-01
  n = 3: T 3.383e-05, T - T^dagger 1.386e-02
  n = 4: T 5.423e-07, T - T^dagger 3.220e-03
  n = 5: T 3.447e-27, T - T^dagger 3.537e-04
  n = 6: T 1.179e-31, T - T^dagger 5.378e-05
  largest error of the sum through order n, in hartree:
  n = 0: 1.575e-01
  n = 1: 2.088e-02
  n = 2: 3.437e-05
  n = 3: 5.423e-07
  n = 4: 2.220e-16
  energy contribution of order 0: -2.00386748 hartree
  energy contribution of order 1: -0.09880232 hartree
  energy contribution of order 2: -0.00000134 hartree
  sum of energy contributions: -2.10267114 hartree
  CCSD energy from pyscf: -2.10267114 hartree
  largest singles/doubles residual: 3.9e-10 hartree
```
